**Pandya transformation: numerical tests and a magnesium example**

For orbits $a,b,c,d$ with half-integer $j$ and unnormalized coupled elements $X^J_{abcd}$ of a rotationally scalar array, the map is $(PX)^J_{abcd}=-\sum_{J'}(2J'+1)\{j_a\,j_b\,J;\,j_c\,j_d\,J'\}X^{J'}_{adcb}$; for an antisymmetrized interaction $V$, $PV$ is the residual element between particle-hole states on a closed shell, and $P^2=1$. The program asserts that the phased sum of four Clebsch–Gordan coefficients equals $(2J'+1)$ times the 6j symbol for $j\le5/2$, and that involution, orthogonality, equal ranges of $J$ and $J'$ and the sign reversal of a constant hold for $j\le7/2$. For a random non-Hermitian scalar interaction it applies creation and annihilation operators to determinants and asserts the $J_+$ action on 60 particle-hole states, its failure without the hole phase, the pair normalization, the centroid rule and agreement of all matrix elements with the formula, the largest absolute difference being $3\times10^{-15}$. For Mg at the RHF/cc-pVDZ level it asserts that the 288 single-excitation levels built through $P$ in $jj$ coupling match spin-adapted CIS, and that the lowest triplet and singlet match the pyscf TDA solver. With $F=(3s3s|3p3p)=0.92245$ aJ and $K=(3s3p|3s3p)=0.16424$ aJ, the output lists the 6j values, the pair and particle-hole elements and their recovery under a second application of $P$, and the $J=1$ eigenvalues $-F$ and $-F+2K$. The excitation energies are 2.35 eV (${}^3P$) and 4.40 eV (${}^1P$) in the $3s\to3p$ space and 1.88 eV and 4.39 eV in full CIS.

## Program and output

```python
# Pandya transformation. Orbits a,b,c,d have half-integer j; X^J_{abcd} are
# unnormalized coupled elements of a rotationally scalar array X_{alpha beta gamma delta}.
#   (P X)^J_{abcd} = - sum_K (2K+1) {ja jb J; jc jd K} X^K_{adcb}
# Claims: for antisymmetrized V, P V is the residual matrix element between states
# sum CG a+_{a m} (-1)^(jb+mb) a_{b,-mb} |closed shell>, and P P = identity.
# Angular momenta are stored doubled (tj = 2j); projection index i means m = -j + i.
import itertools as it
from functools import lru_cache
import numpy as np
from sympy import Rational as R
from sympy.physics.wigner import clebsch_gordan, wigner_6j
from scipy.constants import physical_constants, e as q_e
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
AJ = physical_constants['Hartree energy'][0]*1e18   # aJ per hartree
EV = 1e-18/q_e                                      # eV per aJ

@lru_cache(None)
def cg(a, b, J):
    out = np.zeros((a+1, b+1, J+1))
    for i, k in it.product(range(a+1), range(b+1)):
        M = 2*i-a+2*k-b
        if abs(M) <= J:
            out[i, k, (M+J)//2] = float(clebsch_gordan(R(a, 2), R(b, 2), R(J, 2),
                                        R(2*i-a, 2), R(2*k-b, 2), R(M, 2)))
    return out

@lru_cache(None)
def sixj(*t):
    return float(wigner_6j(*[R(x, 2) for x in t]))

def allowed(a, b, c, d):
    return range(max(abs(a-b), abs(c-d)), min(a+b, c+d)+1, 2)

def pandya(get, tj, a, b, c, d, J):
    return -sum((K+1)*sixj(tj[a], tj[b], J, tj[c], tj[d], K)*get(a, d, c, b, K)
                for K in allowed(tj[a], tj[d], tj[c], tj[b]))

def slices(tj):
    off = np.concatenate([[0], np.cumsum(np.array(tj)+1)])
    return [slice(int(off[k]), int(off[k+1])) for k in range(len(tj))]

def couple(X, tj, sl, a, b, c, d, J):
    return np.einsum('abM,cdM,abcd->', cg(tj[a], tj[b], J), cg(tj[c], tj[d], J),
                     X[sl[a], sl[b], sl[c], sl[d]])/(J+1)

# four Clebsch-Gordan sum against the 6j symbol, for every J, M in bra and ket
err = 0.0
for a, b, c, d in it.product((1, 3, 5), repeat=4):
    sb, sd = (-1.0)**np.arange(b+1), (-1.0)**np.arange(d+1)
    for K in allowed(a, d, c, b):
        X = np.einsum('adM,cbM->adcb', cg(a, d, K), cg(c, b, K))[:, ::-1, :, ::-1]
        X = np.einsum('adcb,b,d->abcd', X, sb, sd)
        for J1, J2 in it.product(allowed(a, b, a, b), allowed(c, d, c, d)):
            S = np.einsum('abM,abcd->Mcd', cg(a, b, J1), X)
            S = np.einsum('Mcd,cdN->MN', S, cg(c, d, J2))
            ref = (K+1)*sixj(a, b, J1, c, d, K)*np.eye(J1+1) if J1 == J2 else 0*S
            err = max(err, abs(S-ref).max())
assert err < 1e-12
print(f"four-CG sum vs (2K+1)6j, j<=5/2, max error: {err:.1e}")

err = 0.0
for a, b, c, d in it.product((1, 3, 5, 7), repeat=4):
    Js, Ks = allowed(a, b, c, d), allowed(a, d, c, b)
    assert len(Js) == len(Ks)
    if len(Js) == 0:
        continue
    T1 = np.array([[-(K+1)*sixj(a, b, J, c, d, K) for K in Ks] for J in Js])
    T2 = np.array([[-(J+1)*sixj(a, d, K, c, b, J) for J in Js] for K in Ks])
    O = np.array([[np.sqrt((J+1)*(K+1))*sixj(a, b, J, c, d, K) for K in Ks] for J in Js])
    one = np.eye(len(Js))
    err = max(err, abs(T1@T2-one).max(), abs(O@O.T-one).max())
    if b == d:
        err = max(err, abs(T1@T1-one).max())
    if a == c and b == d:
        err = max(err, abs(T1.sum(1)+1).max())   # constant V gives -V
assert err < 1e-12
print(f"involution, orthogonality, constant rule, j<=7/2, max error: {err:.1e}")

# random non-Hermitian scalar model; holes: orbits 0,1; particles: orbits 2,3,4
rng = np.random.default_rng(7)
tj = [3, 1, 1, 1, 5]
sl = slices(tj)
n = sl[-1].stop
keys = [(a, b, c, d, J) for a, b, c, d in it.product(range(5), repeat=4)
        for J in allowed(tj[a], tj[b], tj[c], tj[d])]
WJ = {k: rng.normal() for k in keys}
W = np.zeros((n,)*4)
for (a, b, c, d, J), w in WJ.items():
    W[sl[a], sl[b], sl[c], sl[d]] += w*np.einsum('abM,cdM->abcd', cg(tj[a], tj[b], J),
                                                 cg(tj[c], tj[d], J))
bar = np.array([s.start+t-i for s, t in zip(sl, tj) for i in range(t+1)])
sg = np.array([(-1.0)**i for t in tj for i in range(t+1)])
jp = np.zeros((n, n))
for s, t in zip(sl, tj):
    for i in range(t):
        jp[s.start+i+1, s.start+i] = np.sqrt((t-i)*(i+1))
J2p = np.kron(jp, np.eye(n))+np.kron(np.eye(n), jp)
PW = -np.einsum('adcb,b,d->abcd', W[:, bar][:, :, :, bar], sg, sg)
for X in (W, PW):
    A = X.reshape(n*n, n*n)
    for G in (J2p, J2p.T):
        assert abs(A@G-G@A).max() < 1e-11
PWJ = {k: pandya(lambda *q: WJ[q], tj, *k) for k in keys}
e1 = max(abs(PWJ[k]-couple(PW, tj, sl, *k)) for k in keys)
e2 = max(abs(pandya(lambda *q: PWJ[q], tj, *k)-WJ[k]) for k in keys)
assert e1 < 1e-12 and e2 < 1e-12
print(f"model: J-scheme vs m-scheme map {e1:.1e}; P P X - X {e2:.1e}")
V = W-W.transpose(1, 0, 2, 3)-W.transpose(0, 1, 3, 2)+W.transpose(1, 0, 3, 2)
VJ = {k: couple(V, tj, sl, *k) for k in keys}
PVJ = {k: pandya(lambda *q: VJ[q], tj, *k) for k in keys}
xph = lambda a, b, J: -(-1)**((tj[a]+tj[b]-J)//2)
assert max(abs(VJ[b, a, c, d, J]-xph(a, b, J)*VJ[a, b, c, d, J]) for a, b, c, d, J in keys) < 1e-12
assert max(abs(PVJ[b, a, c, d, J]-xph(a, b, J)*PVJ[a, b, c, d, J]) for a, b, c, d, J in keys) > 0.1
for a, b in it.product(range(5), repeat=2):
    Js = allowed(tj[a], tj[b], tj[a], tj[b])
    assert abs(sum((J+1)*(VJ[a, b, a, b, J]+PVJ[a, b, a, b, J]) for J in Js)) < 1e-11

# explicit Fock space: states are dicts {occupation bits: amplitude}
def op(st, k, create):
    k = int(k)
    return {D ^ (1 << k): x*(-1)**bin(D & ((1 << k)-1)).count('1')
            for D, x in st.items() if ((D >> k) & 1) != create}
def add(tot, st, c):
    for D, x in st.items():
        tot[D] = tot.get(D, 0.0)+c*x
    return tot
def dot(u, v):
    return sum(x*v.get(D, 0.0) for D, x in u.items())
@lru_cache(None)
def V_on_det(D):
    out = {}
    for g, d in it.combinations([k for k in range(n) if (D >> k) & 1], 2):
        rest = op(op({D: 1.0}, g, 0), d, 0)
        for al, be in zip(*np.nonzero(np.triu(V[:, :, g, d], 1))):
            add(out, op(op(rest, be, 1), al, 1), V[al, be, g, d])
    return out
def apply_V(st):
    out = {}
    for D, x in st.items():
        add(out, V_on_det(D), x)
    return out
def raise_J(st):
    out = {}
    for r, c in zip(*np.nonzero(jp)):
        add(out, op(op(st, c, 0), r, 1), jp[r, c])
    return out
core = {(1 << sl[1].stop)-1: 1.0}
def ph(a, b, J, iM, phase=True):
    out = {}
    for i, k in zip(*np.nonzero(cg(tj[a], tj[b], J)[:, :, iM])):
        be = sl[b].start+k
        add(out, op(op(core, bar[be], 0), sl[a].start+i, 1),
            cg(tj[a], tj[b], J)[i, k, iM]*(sg[be] if phase else 1.0))
    return out
labels = [(a, b, J, iM) for a in (2, 3, 4) for b in (0, 1)
          for J in allowed(tj[a], tj[b], tj[a], tj[b]) for iM in range(J+1)]
states = {l: ph(*l) for l in labels}
for (a, b, J, iM), st in states.items():
    diff = raise_J(st)
    if iM < J:
        add(diff, states[a, b, J, iM+1], -np.sqrt((J-iM)*(iM+1)))
    assert dot(diff, diff) < 1e-22
bad = raise_J(ph(4, 0, 2, 2, phase=False))
assert dot(bad, bad) > 0.1        # without the hole phase J is not good
E0 = dot(core, apply_V(core))
def one_body(x, y, create):       # from the system with one fermion added or removed
    if tj[x] != tj[y]:
        return 0.0
    return dot(op(core, sl[x].start, create), apply_V(op(core, sl[y].start, create)))-E0*(x == y)
err = 0.0
for (c, d, J2, M2), ket in states.items():
    Vket = apply_V(ket)
    for (a, b, J, M), bra in states.items():
        ref = 0.0
        if J == J2 and M == M2:
            ref = (E0*(a == c and b == d)+(b == d)*one_body(a, c, 1)
                   + (a == c)*one_body(b, d, 0)+PVJ[a, b, c, d, J])
        err = max(err, abs(dot(bra, Vket)-ref))
assert err < 1e-10
print(f"model: Fock-space elements vs Pandya, {len(labels)} states, max error: {err:.1e}")
for J in range(0, 11, 2):         # two particles in the j=5/2 orbit
    st = {}
    for i, k in zip(*np.nonzero(cg(5, 5, J)[:, :, 0])):
        add(st, op(op({0: 1.0}, sl[4].start+k, 1), sl[4].start+i, 1), cg(5, 5, J)[i, k, 0])
    assert abs(dot(st, st)-(1+(-1)**(J//2))) < 1e-12
    assert abs(dot(st, apply_V(st))-VJ[4, 4, 4, 4, J]) < 1e-11

# Mg atom, RHF/cc-pVDZ, jj-coupled orbits
mol = gto.M(atom='Mg 0 0 0', basis='cc-pvdz', verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
C, eps, nocc = mf.mo_coeff, mf.mo_energy, mol.nelectron//2
nmo = len(eps)
eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), C, C, C, C, optimize=True)
L = -1j*np.einsum('pi,xpq,qj->xij', C, mol.intor('int1e_cg_irxp'), C)
if abs(L[0]@L[1]-L[1]@L[0]-1j*L[2]).max() > 1e-3:
    L = -L
assert abs(L[0]@L[1]-L[1]@L[0]-1j*L[2]).max() < 1e-7
groups = [[0]]
for p in range(1, nmo):
    if eps[p]-eps[p-1] < 1e-6:
        groups[-1].append(p)
    else:
        groups.append([p])
tj, lval, en, first, cols = [], [], [], [], []
for g in groups:
    l = (len(g)-1)//2
    ix = np.ix_(g, g)
    Y = [np.linalg.eigh(L[2][ix])[1][:, -1]]
    for _ in range(2*l):
        y = (L[0][ix]-1j*L[1][ix])@Y[-1]
        Y.append(y/np.linalg.norm(y))
    Y = np.array(Y[::-1])
    big = Y[l][np.argmax(abs(Y[l]))]
    Y = Y*abs(big)/big            # m = 0 orbital real
    for t in (2*l-1, 2*l+1):
        if t > 0:
            u = np.zeros((nmo, 2, t+1), complex)
            u[g] = np.einsum('mp,msk->psk', Y, cg(2*l, 1, t))
            cols.append(u)
            tj.append(t); lval.append(l); en.append(eps[g].mean()*AJ); first.append(g[0])
U = np.concatenate(cols, axis=2)
ns = U.shape[2]
sl = slices(tj)
rho = np.einsum('psa,qsc->pqac', U.conj(), U).reshape(nmo*nmo, ns*ns)
Dm = (rho.T@eri.reshape(nmo*nmo, -1)@rho).reshape(ns, ns, ns, ns).transpose(0, 2, 1, 3)
Vm = (Dm-Dm.transpose(0, 1, 3, 2))*AJ
assert abs(Vm.imag).max() < 1e-6
Vm = Vm.real
pp = lru_cache(None)(lambda *q: couple(Vm, tj, sl, *q))
phm = lru_cache(None)(lambda *q: pandya(pp, tj, *q))
holes = [k for k in range(len(tj)) if first[k] < nocc]
parts = [k for k in range(len(tj)) if first[k] >= nocc]
spec, blocks = [], {}
for J, par in it.product(range(0, 11, 2), (0, 1)):
    prs = [(a, b) for a in parts for b in holes
           if J in allowed(tj[a], tj[b], tj[a], tj[b]) and (lval[a]+lval[b]) % 2 == par]
    if prs:
        A = np.array([[phm(a, b, c, d, J)+(en[a]-en[b])*((a, b) == (c, d))
                       for c, d in prs] for a, b in prs])
        blocks[J, par] = np.linalg.eigvalsh(A)
        spec += list(blocks[J, par])*(J+1)
o, v = slice(0, nocc), slice(nocc, nmo)
nov = nocc*(nmo-nocc)
At = (np.diag((eps[v][None]-eps[o][:, None]).ravel())
      - eri[o, o, v, v].transpose(0, 2, 1, 3).reshape(nov, nov))
As = At+2*eri[o, v, o, v].reshape(nov, nov)
ref = np.sort(list(np.linalg.eigvalsh(As))+3*list(np.linalg.eigvalsh(At)))*AJ
assert len(ref) == len(spec)
err = abs(np.sort(spec)-ref).max()
assert err < 1e-5                 # limited by SCF convergence of core levels
print(f"Mg: jj CIS vs spin-adapted CIS, {len(ref)} levels, max error: {err:.1e} aJ")
tda = []
for singlet in (False, True):
    td = mf.TDA()
    td.singlet, td.nstates = singlet, 3
    td.kernel()
    tda.append(min(td.e)*AJ)
E3, E1 = blocks[2, 1][:2]
assert abs(E3-tda[0]) < 1e-4 and abs(E1-tda[1]) < 1e-4   # iterative solver accuracy
assert abs(blocks[0, 1][0]-E3) < 1e-6 and abs(blocks[4, 1][0]-E3) < 1e-6

s = [k for k in holes if lval[k] == 0][-1]
p1, p3 = [k for k in parts if lval[k] == 1][:2]
assert (tj[p1], tj[p3]) == (1, 3)
i, x = first[s], first[p1]
F, K = eri[i, i, x, x]*AJ, eri[i, x, i, x]*AJ
gap = en[p1]-en[s]
print(f"Mg RHF/cc-pVDZ total energy: {mf.e_tot*AJ:.4f} aJ")
print(f"eps(3s) = {en[s]:.5f} aJ, eps(3p) = {en[p1]:.5f} aJ, gap = {gap:.5f} aJ")
print(f"F = (ss|pp) = {F:.5f} aJ, K = (sp|sp) = {K:.5f} aJ")
name = {p1: 'p1/2', p3: 'p3/2'}
for a, c in ((p3, p3), (p1, p1), (p3, p1)):
    Js = allowed(tj[a], 1, tj[c], 1)
    tag = f"{name[a]} s,{name[c]} s"
    for J in Js:
        for Kp in Js:
            w = sixj(tj[a], 1, J, tj[c], 1, Kp)
            print(f"6j[{tag}] J={J//2} J'={Kp//2}: {w:+.6f}; -(2J'+1)6j = {-(Kp+1)*w:+.6f}")
    for J in Js:
        back = pandya(phm, tj, a, s, c, s, J)
        assert abs(back-pp(a, s, c, s, J)) < 1e-10
        print(f"[{tag}] J={J//2}: pp {pp(a, s, c, s, J):+.5f} aJ, ph {phm(a, s, c, s, J):+.5f} aJ,"
              f" P(ph) {back:+.5f} aJ")
assert abs(pp(p3, s, p3, s, 4)-(F-K)) < 1e-6 and abs(pp(p1, s, p1, s, 0)-(F-K)) < 1e-6
assert abs(pp(p3, s, p3, s, 2)-(F+K/3)) < 1e-6
assert abs(phm(p3, s, p3, s, 4)+F) < 1e-6 and abs(phm(p1, s, p1, s, 0)+F) < 1e-6
w = np.linalg.eigvalsh([[phm(a, s, c, s, 2) for c in (p1, p3)] for a in (p1, p3)])
assert abs(w[0]+F) < 1e-6 and abs(w[1]+F-2*K) < 1e-6
print(f"J=1 ph block eigenvalues: {w[0]:+.5f} aJ, {w[1]:+.5f} aJ")
print(f"-F = {-F:+.5f} aJ, -F+2K = {2*K-F:+.5f} aJ")
cpp = sum((J+1)*pp(p3, s, p3, s, J) for J in (2, 4))/8
cph = sum((J+1)*phm(p3, s, p3, s, J) for J in (2, 4))/8
assert abs(cpp+cph) < 1e-10
print(f"centroid p3/2 s: pp {cpp:+.5f} aJ, ph {cph:+.5f} aJ")
for lab, E in (("3s->3p only, 3P", gap+w[0]), ("3s->3p only, 1P", gap+w[1]),
               ("full CIS via Pandya, 3P", E3), ("full CIS via Pandya, 1P", E1)):
    print(f"{lab}: {E:.5f} aJ = {E*EV:.4f} eV")
print(f"pyscf TDA: 3P {tda[0]:.5f} aJ, 1P {tda[1]:.5f} aJ")
print("PASS")
```

Printed output:

```
four-CG sum vs (2K+1)6j, j<=5/2, max error: 8.9e-16
involution, orthogonality, constant rule, j<=7/2, max error: 3.4e-16
model: J-scheme vs m-scheme map 1.3e-15; P P X - X 8.9e-16
model: Fock-space elements vs Pandya, 60 states, max error: 3.1e-15
Mg: jj CIS vs spin-adapted CIS, 288 levels, max error: 3.1e-13 aJ
Mg RHF/cc-pVDZ total energy: -870.2412 aJ
eps(3s) = -1.10303 aJ, eps(3p) = 0.19543 aJ, gap = 1.29847 aJ
F = (ss|pp) = 0.92245 aJ, K = (sp|sp) = 0.16424 aJ
6j[p3/2 s,p3/2 s] J=1 J'=1: -0.083333; -(2J'+1)6j = +0.250000
6j[p3/2 s,p3/2 s] J=1 J'=2: +0.250000; -(2J'+1)6j = -1.250000
6j[p3/2 s,p3/2 s] J=2 J'=1: +0.250000; -(2J'+1)6j = -0.750000
6j[p3/2 s,p3/2 s] J=2 J'=2: +0.050000; -(2J'+1)6j = -0.250000
[p3/2 s,p3/2 s] J=1: pp +0.97719 aJ, ph -0.70347 aJ, P(ph) +0.97719 aJ
[p3/2 s,p3/2 s] J=2: pp +0.75821 aJ, ph -0.92245 aJ, P(ph) +0.75821 aJ
6j[p1/2 s,p1/2 s] J=0 J'=0: -0.500000; -(2J'+1)6j = +0.500000
6j[p1/2 s,p1/2 s] J=0 J'=1: +0.500000; -(2J'+1)6j = -1.500000
6j[p1/2 s,p1/2 s] J=1 J'=0: +0.500000; -(2J'+1)6j = -0.500000
6j[p1/2 s,p1/2 s] J=1 J'=1: +0.166667; -(2J'+1)6j = -0.500000
[p1/2 s,p1/2 s] J=0: pp +0.75821 aJ, ph -0.92245 aJ, P(ph) +0.75821 aJ
[p1/2 s,p1/2 s] J=1: pp +0.86770 aJ, ph -0.81296 aJ, P(ph) +0.86770 aJ
6j[p3/2 s,p1/2 s] J=1 J'=1: -0.333333; -(2J'+1)6j = +1.000000
[p3/2 s,p1/2 s] J=1: pp -0.15484 aJ, ph -0.15484 aJ, P(ph) -0.15484 aJ
J=1 ph block eigenvalues: -0.92245 aJ, -0.59397 aJ
-F = -0.92245 aJ, -F+2K = -0.59397 aJ
centroid p3/2 s: pp +0.84033 aJ, ph -0.84033 aJ
3s->3p only, 3P: 0.37602 aJ = 2.3469 eV
3s->3p only, 1P: 0.70449 aJ = 4.3971 eV
full CIS via Pandya, 3P: 0.30191 aJ = 1.8844 eV
full CIS via Pandya, 1P: 0.70398 aJ = 4.3939 eV
pyscf TDA: 3P 0.30191 aJ, 1P 0.70398 aJ
PASS
```
